# Why cation lone-pair distortion weakens from oxides to tellurides, and when

## Symmetry fixes the form of the answer

Place a cation midway between two identical anions and move it by $u$ along their common axis. Inversion turns $u$ into $-u$, so the energy is even in $u$ and its first useful term is quadratic:

$$E(u)-E(0)=\tfrac12Ku^2-Su^2+O(u^4).$$

Here $K$ is the stiffness of every force not included in the orbital model, and $S$ is the electronic drive towards an off-centre position. The centre is unstable when $K<2S$.

Symmetry also fixes the structure of $S$. The cation s orbital is even under inversion and the cation p orbital is odd. They cannot mix at the centre, either directly or through the anions. Displacement permits mixing with an amplitude proportional to $u$, so second-order perturbation theory gives

$$S\sim\frac{(\text{coupling per displacement})^2}{\text{energy separation}}.$$

One explanation of the chemical trend concerns the denominator and the orbital weights. From oxide to telluride the anion p level rises away from the cation s level, the upper filled level loses s character, and the lone pair is said to lose its power to distort the lattice. The first two parts are correct at fixed s–p coupling. The third does not follow. In the model below, the rising anion level strengthens the drive at fixed couplings; what weakens it is the loss of coupling that the assumed hopping law assigns to the longer bond. Which effect wins in real compounds depends on levels and couplings that the model takes as input.

## The three orbitals

Let the anions sit at $\pm d$ and let all p orbitals point along $+z$. In atomic units the hoppings are

$$V_{sp}(d)=\frac{\eta_{sp}}{d^2},\qquad V_{pp}(d)=\frac{\eta_{pp}}{d^2},$$

with positive $\eta_{sp}$ and $\eta_{pp}$. The cation s orbital couples to the right anion with $+V_{sp}$ and to the left one with $-V_{sp}$, because it meets opposite lobes. The cation p orbital couples to both with $+V_{pp}$. The orbitals are taken as orthogonal.

The anion combination that couples to s at the centre is $A=(p_R-p_L)/\sqrt2$. Moving the cation to the right shortens the right bond to $d-u$ and lengthens the left one to $d+u$. Since

$$V(d\mp u)=V(d)\left(1\pm\frac{2u}{d}+\frac{3u^2}{d^2}+\dots\right),$$

the two couplings to $A$ are

$$\frac{V_{sp}(d-u)+V_{sp}(d+u)}{\sqrt2}=t+O(u^2),\qquad t=\sqrt2\,V_{sp}(d),$$

$$\frac{V_{pp}(d-u)-V_{pp}(d+u)}{\sqrt2}=gu+O(u^3),\qquad g=\frac{2\sqrt2\,V_{pp}(d)}{d}.$$

In the order (cation s, $A$, cation p) the Hamiltonian is therefore

$$H=\begin{pmatrix}E_s&t&0\\t&E_a&gu\\0&gu&E_p\end{pmatrix}.$$

Four electrons fill the two lower levels. The other anion combination, $(p_R+p_L)/\sqrt2$, is left out for now; its effect is sized below.

## The electronic drive

The sum of the three eigenvalues is the trace $E_s+E_a+E_p$, which does not depend on $u$. If the empty level $\lambda$ rises by $x=\lambda-E_p$, the two filled levels together fall by $x$. Each holds two electrons, so the electronic energy changes by $-2x$.

Expanding $\det(\lambda-H)=0$ gives

$$(\lambda-E_p)\left[(\lambda-E_s)(\lambda-E_a)-t^2\right]=g^2u^2(\lambda-E_s).$$

Define $P_s=E_p-E_s$, $P_a=E_p-E_a$ and $D=P_sP_a-t^2$. Then

$$x=\frac{g^2u^2(x+P_s)}{(x+P_s)(x+P_a)-t^2}.$$

Because $x$ is itself of order $u^2$, it may be dropped on the right at leading order. The neglected $u^2$ change of $t$ likewise enters $x$ at order $u^4$. Hence

$$x=\frac{g^2P_s}{D}u^2+O(u^4),\qquad \boxed{S=\frac{2g^2P_s}{D}}.$$

This requires $E_p$ to lie above both filled levels $E_\pm$. Since $D=(E_p-E_+)(E_p-E_-)$, $D$ is then positive. If $E_+$ approaches $E_p$, $D$ tends to zero and $S$ grows without limit, but the range of $u$ in which the quadratic form holds shrinks as well.

In the opposite limit, $t\to0$, the drive is $2g^2/P_a$. This is ordinary mixing of anion p with empty cation p and needs no lone pair. The part that depends on cation s is the difference

$$S-\frac{2g^2}{P_a}=2g^2\,\frac{P_sP_a-D}{P_aD}=\frac{2g^2t^2}{P_aD}.$$

Its share of the total is $t^2/(P_sP_a)$.

## Where the lone pair appears

To first order in $u$, the empty state has $c_p=1$ and small components obeying

$$P_sc_s=tc_A,\qquad P_ac_A=tc_s+gu.$$

The first equation gives $c_A=P_sc_s/t$. Inserted in the second, it yields $c_s=gtu/D$ and $c_A=gP_su/D$.

The three eigenvectors form a complete orthogonal set, so the sum of $c_sc_p$ over all of them vanishes. The filled pair must cancel the empty state, and with two electrons per level the on-site density-matrix element is

$$\rho_{sp}=-2c_sc_p=-\frac{2gtu}{D}.$$

The negative sign removes density from the side towards which the cation moves and adds it on the other side. This is the lone pair: an s–p hybrid pointing towards the longer bond. Without direct s–p coupling on the cation, it requires $t$, which brings cation s into the mixing, and $g$, which brings in cation p.

## What the level shift does by itself

At the centre the filled levels come from the s–$A$ block. Put $\Delta=E_a-E_s$ and $r=\sqrt{\Delta^2+4t^2}$. The upper level satisfies $E_+-E_s=(\Delta+r)/2$, and its eigenvector has $c_A/c_s=(E_+-E_s)/t$. Using $t^2=(r^2-\Delta^2)/4$, its s weight is

$$w_s=\frac{t^2}{t^2+(\Delta+r)^2/4}=\frac{(r-\Delta)(r+\Delta)}{2r(r+\Delta)}=\frac12\left(1-\frac{\Delta}{r}\right).$$

Its derivative at fixed $t$ is $-2t^2/r^3$, which is negative. The anion level therefore does remove s character from the top of the filled states.

The energy behaves differently. By the Hellmann–Feynman theorem, the derivative of the total energy with respect to $E_a$ is the number of electrons on $A$. At the centre the empty state is pure cation p, so $A$ holds two electrons. Off centre the empty state contains some $A$, which then holds $2-2c_A^2$. Thus, at fixed $t$, $g$ and $u$,

$$\frac{\partial}{\partial E_a}\left[E(u)-E(0)\right]=-2c_A^2\le0.$$

Raising the anion level makes the off-centre position more favourable, because that position has already moved some charge off the anions. For small $u$,

$$\frac{\partial S}{\partial E_a}=2\left(\frac{gP_s}{D}\right)^2>0.$$

The result does not depend on which orbital supplies the coupling. Suppose displacement also mixes cation s and p directly, with amplitude $\beta u$, and write $\mathbf w=(\beta,g)$. Eliminating the s and $A$ components from the eigenvalue equation gives, at leading order,

$$S=2\,\mathbf w^{T}G\,\mathbf w,\qquad G=(E_p-H_0)^{-1},$$

where $H_0$ is the s–$A$ block. Differentiating $G(E_p-H_0)=1$ gives $\partial G/\partial E_a=GP_AG$, with $P_A$ the projector on $A$. Since $G$ is symmetric,

$$\frac{\partial S}{\partial E_a}=2\left[(G\mathbf w)_A\right]^2\ge0.$$

The argument from s weight fails in the three-orbital model because displacement couples cation p to $A$, not to s. As the upper filled level loses s weight it gains weight on $A$ and moves closer to $E_p$, so its own contribution to the drive grows. Even where only the s weight counts, the argument leaves out the lower filled level. The example is pure on-site s–p coupling, for which each filled level contributes $2\beta^2w_i/(E_p-E_i)$, with $w_i$ its s weight. Take $\beta=1$ eV/Å, keep the oxide value of $t$ from the example below, and raise $E_a$ from 0.5 to 3.0 eV. The upper level's contribution falls from 0.21 to 0.18 eV/Å$^2$, as the s-weight argument suggests. The lower level collects the lost s weight, and its contribution rises from 0.12 to 0.18 eV/Å$^2$. The total grows from 0.33 to 0.36 eV/Å$^2$.

## What the longer bond does

The hopping law gives $g^2\propto d^{-6}$ and $t^2\propto d^{-4}$. For small changes of both bond length and anion level, at fixed $P_s$,

$$d\ln S=-6\,d\ln d-\frac{dD}{D}.$$

With $dt=-2t\,d\ln d$, one has $dD=-P_s\,dE_a+4t^2\,d\ln d$, so

$$d\ln S=-\left(6+\frac{4t^2}{D}\right)d\ln d+\frac{P_s}{D}\,dE_a.$$

The first term weakens the drive and the second strengthens it. The chemical trend in $S$ is the outcome of this competition. The first term assumes the $d^{-2}$ law with the same $\eta$ for every anion. That is an empirical rule, not a result: heavier anions have more extended orbitals. A crude overlap (extended Hückel) estimate from atomic orbitals at the bond lengths used below gives no loss of coupling from oxide to telluride: $g$ comes out 5–24% larger than in the oxide, depending on anion and basis.

## How large: a chalcogenide series

The example uses round parameters in the rough regime of tin monochalcogenides: $E_s=0$, $E_p=7$ eV, $\eta_{sp}=1.4$ and $\eta_{pp}=2.2$. In eV and Å the hopping law carries the factor $\hbar^2/m=7.620$ eV Å$^2$. The anion levels are 0.5, 1.5, 2.0 and 3.0 eV, and the centred bond lengths 2.50, 2.90, 3.00 and 3.15 Å, for oxide, sulphide, selenide and telluride.

For the oxide,

$$t=\sqrt2\,\frac{1.4\times7.620}{2.50^2}=2.41\ \text{eV},\qquad g=\frac{2\sqrt2}{2.50}\,\frac{2.2\times7.620}{2.50^2}=3.03\ \text{eV/Å}.$$

Then $D=7\times6.5-2.414^2=39.7$ eV$^2$ and

$$S=\frac{2\times3.035^2\times7}{39.7}=3.25\ \text{eV/Å}^2.$$

For the telluride, $t=1.52$ eV, $g=1.52$ eV/Å and $D=25.7$ eV$^2$, which gives $S=1.25$ eV/Å$^2$. The series is:

| Anion | $w_s$ | $S$ (eV/Å$^2$) | s part (eV/Å$^2$) | $\lvert\rho_{sp}/u\rvert$ (1/Å) |
|---|---|---|---|---|
| O | 0.45 | 3.25 | 0.416 | 0.369 |
| S | 0.31 | 1.50 | 0.125 | 0.198 |
| Se | 0.24 | 1.34 | 0.108 | 0.183 |
| Te | 0.15 | 1.25 | 0.104 | 0.180 |

With these levels every column falls. The fall in the drive and in the lone-pair asymmetry depends on that choice. Free-atom Hartree–Fock levels ($E_p\approx6.6$ eV; $E_a\approx-3.5$, 1.8, 2.8 and 4.0 eV) with the same hoppings give a nearly flat drive, about 2.0, 1.8, 1.8 and 2.1 eV/Å$^2$ (moving by up to 0.1 with the basis), and an asymmetry that rises from 0.24 to 0.31 1/Å. Free-atom LDA levels keep the fall, about 4.2, 2.7, 2.6 and 2.4 eV/Å$^2$ (up to 0.5 higher in a smaller basis). Free-atom levels omit the crystal potential, so neither set is decisive; the table illustrates the competition and does not predict its outcome. Most of the fall in $S$ occurs between oxide and sulphide, where the bond length changes most. The s part is about 13% of the oxide drive and 8% of the others. In this model the larger part is direct anion p–cation p mixing.

Changing one factor at a time shows the cause within the model. Giving the oxide the telluride's anion level, with $t$ and $g$ held fixed, raises $S$ from 3.25 to 5.81 eV/Å$^2$. Giving it the telluride's $t$ and $g$, with its own level held fixed, lowers $S$ to 0.75. Changing $t$ alone gives 2.99, so most of the reduction comes from $g$.

The last step of the series is fragile in the three-orbital model. The selenide value of $S$ would be recovered in the telluride with $D=2g^2P_s/1.341=24.0$ eV$^2$, or $E_a=3.24$ eV. A rise of 0.24 eV in the telluride level is enough to remove the fall from selenide to telluride.

## From drive to displacement

An actual displacement also depends on $K$. Solving the secular equation for $u^2$ gives

$$u^2=\frac{x}{g^2}\left[x+P_a-\frac{t^2}{x+P_s}\right].$$

The total energy is $\frac12Ku^2-2x$. Setting its derivative with respect to $x$ to zero, and using $\frac{d}{dx}\frac{x}{x+P_s}=\frac{P_s}{(x+P_s)^2}$, gives

$$2x+P_a-\frac{t^2P_s}{(x+P_s)^2}=\frac{4g^2}{K}.$$

The left side increases with $x$ and starts from $D/P_s$. There is one off-centre solution when $D/P_s<4g^2/K$, which is again $K<2S$, and none otherwise.

Take $K=5.5$ eV/Å$^2$ for all four compounds. The ratios $2S/K$ are 1.18, 0.55, 0.49 and 0.46, so the oxide alone moves off centre. Its solution is $x=0.465$ eV, with

$$u=\sqrt{\frac{0.465\,(0.465+6.5-0.781)}{3.035^2}}=0.56\ \text{Å}=0.056\ \text{nm}.$$

The well depth is 0.071 eV, against a thermal energy of 0.026 eV at 300 K. It belongs to one isolated unit and is not an estimate of a transition temperature. It is also a small difference between an elastic cost of 0.86 eV and an electronic gain of 0.93 eV. At this displacement the hopping law makes the p–$A$ coupling 11% larger than $gu$. Inserting that correction at the same $u$ and $t$ increases the depth to about 0.26 eV. If the full hopping law is used at every $u$ while the restoring force stays harmonic, the minimum disappears: the energy keeps falling as the short bond shrinks. The 0.56 Å therefore belongs to the linear coupling, and a realistic displacement needs a repulsion that stiffens at short distance. The condition $K<2S$ still decides whether the centre is locally unstable. It says nothing about states far from the centre, whose energy depends on how the repulsion stiffens.

## The stiffness can reverse the trend

The equal $K$ in this comparison is an assumption. If instead $K\propto d^{-m}$, the telluride keeps a smaller $2S/K$ than the oxide when

$$m<\frac{\ln(S_{\rm O}/S_{\rm Te})}{\ln(d_{\rm Te}/d_{\rm O})}=\frac{\ln(3.250/1.254)}{\ln(3.15/2.50)}=4.1.$$

For the three-orbital ratio to fall at every step of the series, $m$ must stay below 1.4. The selenide–telluride step sets that limit.

These conditions are demanding. A repulsion proportional to the square of the hopping varies as $d^{-4}$, and its curvature as $d^{-6}$. With $m=6$ and the oxide stiffness unchanged, the telluride has $2S/K=1.83$ against 1.18 for the oxide. The order is reversed and the telluride is unstable too. With these parameters the three-orbital model gives a falling electronic drive; the trend in structure needs a separate determination of $K$.

## What the model leaves out

**The second anion combination.** It couples to cation p already at the centre and brings two more electrons. With hoppings linear in $u$, the four-orbital drive falls from 2.49 to 0.91 eV/Å$^2$ between oxide and telluride. The full hopping law gives 5.26 and 2.02, because the mean p–p hopping of a short and a long bond exceeds that of two equal bonds. The telluride-to-oxide ratio is 0.37 or 0.38, close to the three-orbital 0.39. The absolute drive is uncertain by about a factor of two, and $K$ must be defined for the same set of orbitals as $S$. With linear hoppings, raising the oxide's anion level alone still increases the four-orbital drive, from 2.49 to 3.10.

**Spin–orbit coupling.** A rough splitting of 0.8 eV in the tellurium p shell raises its upper part by one third of that, 0.27 eV. Used as a shift of $E_a$, this changes the telluride drive from 1.25 to 1.35 eV/Å$^2$, marginally above the selenide value without its own correction. That overstates the effect, because the p orbital along the axis is a mixture of the upper and lower spin–orbit levels and its mean energy does not shift. Including its mixing with the perpendicular anion p orbitals, taken as otherwise uncoupled, gives only 1.27 eV/Å$^2$. Spin–orbit coupling on the anion alone therefore does not remove the fall from selenide to telluride, although an error of 0.24 eV in the level itself would. Spin–orbit coupling on the cation is not included.

**The oxide level.** Its position relative to cation s is uncertain. Placing it at $-1$ eV lowers the oxide drive to 2.57 eV/Å$^2$. This is still twice that of the telluride, but $2S/K$ drops to 0.93: with $K=5.5$ eV/Å$^2$ the oxide is off centre only for $E_a$ above about $-0.5$ eV.

Long-range dipole forces, the two other bond axes and anion s orbitals are absent and have not been sized.

## Beside real materials

Tin monoxide is layered, with tin strongly off centre. The sulphide and selenide are also layered and distorted in their common forms, while the telluride has the rock-salt structure at room temperature. The general direction agrees with the model for the chosen levels and hopping law, but the common $K$ wrongly leaves the sulphide and selenide centred. The 2.50 Å oxide bond belongs to a hypothetical centred structure and is longer than the short bonds of the real oxide. Germanium telluride, a parent compound of phase-change alloys, is polar at room temperature, so a telluride need not be centred. The anion levels, the common hopping law and the common stiffness are all exposed assumptions. For the stiffness, replacing it by the $d^{-6}$ law moves the telluride's $2S/K$ from 0.46 to 1.83.

## What to do about it

When screening chalcogenides for polarity or switching, treat the s weight at the valence-band top as a description of bonding, not as a measure of the driving force. Compute the energy against cation displacement, and compare compounds both at their own bond lengths and at a common one. The second comparison removes the bond-length factor from the hoppings. It does not isolate the effect of the levels, because the repulsion and the hoppings at a given length still differ between anions of different size.

Strain needs the same care. At fixed levels, the formula for $d\ln S$ gives the telluride $S\propto d^{-6.4}$ locally, so a 1% longer bond lowers the drive by about 6%. Stretching nevertheless raises $2S/K$, the ratio that decides whether the centre is unstable, if $K$ falls faster than this, and lowers it if $K$ falls more slowly. With $K\propto d^{-6}$ the ratio hardly changes, and the model cannot be trusted for the sign of that change. A stable centre can soften even when the ratio falls. For $K\propto d^{-m}$ its net stiffness $K-2S$ decreases on stretching once $m$ exceeds $6.4\times2S/K$, which is 2.9 for the telluride with $K=5.5$ eV/Å$^2$. The stiffness should then be calculated for the actual crystal before strain or anion substitution is used to tune its polarity. The main values for the series are in the numerical output below.

## Computed values

```
Input: Es = 0.0 eV, Ep = 7.0 eV, K = 5.5 eV/A^2
Input: eta_sp = 1.4, eta_pp = 2.2 (no unit)
hbar^2/m = 7.620 eV A^2
oxide: Ea = 0.5 eV, d = 2.50 A
  t = 2.414 eV, g = 3.035 eV/A, gap = 4.323 eV
  s weight of upper filled level = 0.448 (no unit)
  drive S = 3.250, part due to s = 0.4162 eV/A^2
  s-p density per displacement = 0.3693 1/A
  2S/K = 1.182 (no unit), K-2S = -0.999 eV/A^2
sulphide: Ea = 1.5 eV, d = 2.90 A
  t = 1.794 eV, g = 1.944 eV/A, gap = 4.306 eV
  s weight of upper filled level = 0.307 (no unit)
  drive S = 1.500, part due to s = 0.1254 eV/A^2
  s-p density per displacement = 0.1977 1/A
  2S/K = 0.545 (no unit), K-2S = 2.500 eV/A^2
selenide: Ea = 2.0 eV, d = 3.00 A
  t = 1.676 eV, g = 1.756 eV/A, gap = 4.048 eV
  s weight of upper filled level = 0.244 (no unit)
  drive S = 1.341, part due to s = 0.1077 eV/A^2
  s-p density per displacement = 0.1829 1/A
  2S/K = 0.488 (no unit), K-2S = 2.817 eV/A^2
telluride: Ea = 3.0 eV, d = 3.15 A
  t = 1.520 eV, g = 1.517 eV/A, gap = 3.364 eV
  s weight of upper filled level = 0.149 (no unit)
  drive S = 1.254, part due to s = 0.1036 eV/A^2
  s-p density per displacement = 0.1796 1/A
  2S/K = 0.456 (no unit), K-2S = 2.992 eV/A^2
Oxide changed towards telluride, drive S:
  level only = 5.814 eV/A^2
  t only = 2.985 eV/A^2
  t and g only = 0.746 eV/A^2
Unit s-p coupling (1 eV/A), oxide t; upper, lower, total:
  oxide level: 0.2075, 0.1202, 0.3277 eV/A^2
  telluride level: 0.1777, 0.1831, 0.3608 eV/A^2
Oxide off-centre shift = 0.559 A = 0.0559 nm
Oxide rise of empty level x = 0.465 eV
Oxide well depth = 0.0712 eV
Thermal energy at 300 K = 0.0259 eV
True/linear p-A coupling at this shift = 1.108 (no unit)
Four-orbital drive, linear hopping / full hopping law:
  oxide: 2.492 / 5.257 eV/A^2
  sulphide: 1.199 / 2.639 eV/A^2
  selenide: 1.052 / 2.326 eV/A^2
  telluride: 0.913 / 2.021 eV/A^2
Four-orbital oxide, level shift only = 3.099 eV/A^2
Limit of m for K ~ d^-m, oxide to telluride = 4.12 (no unit)
Smallest limit of m between neighbours = 1.38 (no unit)
Telluride 2S/K for m = 6: 1.825 (no unit)
Telluride S with 0.8 eV spin-orbit splitting = 1.352 eV/A^2
Oxide S with Ea = -1.0 eV: 2.570 eV/A^2
```
